Short-range exchange pressure at fixed plane-wave coefficients

**The decision**

A variable-cell relaxation with a screened hybrid functional needs a pressure from the exact-exchange term. For the bare Coulomb interaction this is the exchange energy divided by three volumes. The question is whether the same rule may be kept when the interaction is cut off at a fixed length. It may not: a derivative with respect to the screening parameter has to be added. For the silicon example below, dropping it from a hybrid with one quarter of exact exchange shifts the pressure by nearly 4 GPa.

**Setting and conventions**

The algebra uses atomic units. The screened interaction is

w(s) = erfc(ωs)/s,

where ω is a fixed inverse length. A crystal has cell volume V and N_k wavevectors k, held at fixed fractional coordinates. Its orbitals are

φ_nk(r) = V^(−1/2) Σ_G c_nk(G) exp[i(k+G)·r],

and orthonormality over one cell reads

Σ_G c*_nk(G) c_mk(G) = δ_nm.

This condition contains no length, so a strained cell with the same coefficients still has orthonormal orbitals. That holds for norm-conserving pseudopotentials. Ultrasoft and projector-augmented schemes add augmentation terms of fixed physical size, and the argument then needs extra terms.

Occupations f_nk run from 0 to 2, and the two spins are equally filled. The density matrix is

γ(r,r') = (1/N_k) Σ_nk f_nk φ_nk(r) φ*_nk(r').

Each spin carries γ/2. Two spins, each with the exchange prefactor −1/2, give −2 × (1/2) × (1/4) = −1/4, so the exchange energy per cell is

E = −(1/4) ∫_cell dr ∫_all dr' |γ(r,r')|² w(|r−r'|).

The claim is that, at fixed coefficients, occupations and ω,

P = −∂E/∂V = (E − ω ∂E/∂ω)/(3V). (1)

The derivative with respect to ω is taken at fixed V. If a functional contains a fraction α of this energy, both sides are multiplied by α.

**The interaction in reciprocal space**

The angular integral of exp(iq·s) gives 4π sin(qs)/(qs), so the Fourier transform of w is

v(q;ω) = (4π/q) ∫₀^∞ erfc(ωs) sin(qs) ds.

Integrate by parts, using d erfc(ωs)/ds = −(2ω/√π) exp(−ω²s²). The boundary term is 1/q, and

v(q;ω) = (4π/q) [1/q − (1/q)(2ω/√π) ∫₀^∞ cos(qs) exp(−ω²s²) ds].

The remaining integral equals (√π/2ω) exp(−q²/4ω²). Hence

v(q;ω) = (4π/q²) [1 − exp(−q²/4ω²)]. (2)

For small q the bracket tends to q²/4ω², so v(0;ω) = π/ω². This finite value belongs in the sum.

**The energy in terms of coefficients**

Expanding |γ|² gives products of two orbital pairs. For one pair,

φ*_nk(r') φ_mk'(r') = (1/V) Σ_G ρ(G) exp[i(k'−k+G)·r'],

ρ(G) = Σ_G' c*_nk(G') c_mk'(G'+G).

The other pair is the complex conjugate of this expression, taken at r. Put r' = r+s. The integral over s produces v at the wavevector k'−k+G. The integral over r in one cell gives V when the two reciprocal-lattice vectors agree and zero otherwise. The factors V^(−2) and V combine to 1/V, so

E = −[1/(4V N_k²)] Σ f_nk f_mk' Σ_G |ρ(G)|² v(k'−k+G;ω). (3)

The first sum runs over n, k, m and k'. The quantity ρ(G) is built from coefficients alone. At fixed coefficients, the volume enters through the prefactor 1/V and the lengths of the wavevectors.

**Applying the strain**

Let every length grow by a factor λ. Then V becomes λ³V and every wavevector q becomes q/λ. From (2),

v(q/λ;ω) = (4πλ²/q²) [1 − exp(−q²/(4λ²ω²))] = λ² v(q;λω).

The zero-wavevector term follows the same rule, because π/ω² = λ² π/(λω)². Insert this in (3). The prefactor supplies λ^(−3) and the interaction λ², so

E(λ³V, ω) = λ^(−1) E(V, λω). (4)

In words, stretching the crystal at fixed screening length is equivalent to shortening the screening length in the original crystal and dividing the energy by λ.

Differentiate (4) with respect to λ and set λ = 1. The left side gives 3V ∂E/∂V. On the right, the factor λ^(−1) gives −E and the argument λω gives ω ∂E/∂ω:

3V ∂E/∂V = −E + ω ∂E/∂ω.

Multiplying by −1/(3V) gives (1).

If ω were rescaled with the cell as ω/λ, relation (4) would become E(λ³V, ω/λ) = λ^(−1) E(V,ω), and the pressure would be E/(3V). The extra term is therefore the cost of holding the screening length fixed while the crystal changes size.

**The sign of the extra term, and a formula to code**

Differentiating (2) gives

ω ∂v/∂ω = −(2π/ω²) exp(−q²/4ω²).

With the minus sign of (3), and q = k'−k+G,

S ≡ ω ∂E/∂ω = [1/(4V N_k²)] Σ f_nk f_mk' Σ_G |ρ(G)|² (2π/ω²) exp(−q²/4ω²) ≥ 0.

Since E ≤ 0, both terms in (1) make P negative: exchange favours contraction, and omitting S understates this. The pressure can be accumulated in the same loop as the energy:

P = −[1/(12V² N_k²)] Σ f_nk f_mk' Σ_G |ρ(G)|² [v(q;ω) + (2π/ω²) exp(−q²/4ω²)].

At q = 0 the last bracket equals 3π/ω².

The result was tested against the original double integral in real space. The test cell was cubic, with two k points, 27 plane waves at each, random orthonormal coefficients and fractional occupations. The real-space integral and (3) both gave −0.678256 eV. Changing the cell length in the real-space integral gave a pressure of −0.017735 eV/Å³, and (1) gave the same value to these digits.

**Weak and strong screening**

The ratio of the pressure to the bare-Coulomb rule is

3PV/E = 1 + S/|E|.

To see how S behaves, differentiate the real-space energy. Since ∂w/∂ω = −(2/√π) exp(−ω²s²),

S = [ω/(2√π)] ∫_cell dr ∫_all dr' |γ(r,r')|² exp(−ω²|r−r'|²).

For weak screening the Gaussian tends to 1 wherever γ matters. If N electrons per cell fill orbitals with f = 2, the integral of |γ|² is 4 × (N/2) = 2N. Therefore

S → Nω/√π as ω → 0,

and the ratio tends to 1. In the uniform electron gas the bare exchange energy per electron is −3k_F/(4π), where k_F is the Fermi wavevector. The leading estimate of the ratio is then 1 + (4√π/3)(ω/k_F), which is 1.024 at ω/k_F = 0.01. Numerical integration gives 1.024.

For strong screening, with ω far above all wavevectors that carry weight in ρ(G), the interaction becomes a contact term of strength π/ω². Then

E → −(π/4ω²) ∫_cell n(r)² dr,

where n(r) = γ(r,r) is the density. This energy varies as ω^(−2), so S = −2E and P = E/V. The ratio is 3. The uniform gas gives 2.9999 at ω/k_F = 50.

The weak-screening limit requires care on a finite k mesh. The terms with q = 0 contain π/ω², which diverges as ω → 0 at fixed N_k and drives the ratio to 3 instead of 1. The mesh must be refined before ω is made small. Identity (1) still holds on each fixed mesh at finite ω. If a correction for small wavevectors is added, the identity survives when that correction also obeys the scaling relation (4).

**Why fixed coefficients suffice for the total pressure**

In a real calculation the orbitals change with volume. Let E_tot(V,c) be the full energy, minimised over the coefficients at fixed occupations. At the minimum its derivatives with respect to c equal Lagrange multipliers times the derivatives of the orthonormality conditions. When the volume changes, the contribution of the changing coefficients is therefore

Σ_nm Λ_nm (d/dV) [Σ_G c*_n(G) c_m(G)] = 0,

written here for one k point. It vanishes because the overlap stays equal to δ_nm. The total pressure is then the sum of fixed-coefficient pressures, one for each energy term, and (1) is the exchange entry in that sum.

The argument assumes three conditions: the energy is stationary for the functional whose pressure is wanted, the plane-wave set is the same at all volumes, and the occupations are fixed. With a fixed energy cutoff instead, plane waves enter or leave the set as the cell changes, and the derivative of that energy curve agrees only when the basis is converged.

The argument does not apply to the exchange energy alone, which is not what was minimised. A small model shows the difference. It has two filled orbitals in a cubic cell with two attractive wells and short-range exchange, and no Hartree term. With the orbitals relaxed at each volume, the total pressure is −0.64918 eV/Å³, equal to the sum of the fixed-coefficient parts to all these digits. The exchange part is −0.249 eV/Å³ at fixed coefficients, but −0.171 eV/Å³ if the relaxed exchange energy is differentiated by itself. The difference is compensated by the other energy terms.

**Silicon**

The example is diamond-structure silicon with a GTH-PADE pseudopotential, a lattice constant of 5.43 Å and plane waves up to 200 eV. The LDA potential was made self-consistent on a 3×3×3 k mesh, and exchange was then evaluated on a 4×4×4 mesh. The screening parameter is ω = 0.2 Å⁻¹, close to that of HSE06. For the two-atom cell,

V = 40.026 Å³, E = −45.43 eV, S = 11.59 eV.

The pressure follows from (1):

P = (−45.43 − 11.59)/(3 × 40.026) = −57.02/120.08 = −0.475 eV/Å³,

or −76 GPa. Straining the cell numerically at fixed coefficients gives the same value. The rule E/(3V) would give −0.378 eV/Å³, which is 20% too small in magnitude. With a quarter of exact exchange, the contribution is −19.0 GPa, of which −3.9 GPa comes from S.

With the same orbitals and cell, raising ω from 0.2 to 0.4 and 0.8 Å⁻¹ takes 3PV/E from 1.26 to 1.53 and 2.03. The ratio moves towards the contact value of 3.

A hybrid also removes a share of local exchange, and this matters for the net change. Short-range LDA exchange obeys the same identity: its energy per electron is k_F times a function of ω/k_F, and k_F becomes k_F/λ under the strain. On the silicon density its pressure is −0.452 eV/Å³. Replacing a quarter of it by exact exchange therefore changes the pressure by

0.25 × (−0.475 + 0.452) eV/Å³ ≈ −0.006 eV/Å³,

or −0.9 GPa from the unrounded values. If S were left out of the exact part alone, the change would be −0.94 + 3.87 ≈ +2.9 GPa, with the wrong sign. The sign of the net change belongs to this comparison with LDA exchange. HSE06 itself subtracts short-range PBE exchange and uses its own orbitals. With short-range PBE exchange on the same density and ω = 0.11 bohr⁻¹, the net change lies within 0.1 GPa of zero: about −0.07 GPa on the 4×4×4 mesh and about +0.03 GPa on a 6×6×6 mesh. This is smaller than the mesh errors described below, so its sign is not settled.

**How far the silicon numbers can be trusted**

The k mesh is the main numerical concern. The 3×3×3 mesh gives −0.488 eV/Å³, and going to 4×4×4 reduces the magnitude by 2.7%. For the quarter share this is a shift of about 0.5 GPa, more than half the net change of −0.9 GPa. On a 6×6×6 mesh with the same potential, the pressure is −0.472 eV/Å³, a further reduction of 0.6%. There E is smaller in magnitude by 0.23 eV, the quarter share of S is 3.8 GPa instead of 3.9 GPa, and the net change is −0.8 GPa. The mesh used for the LDA potential matters too: taking the potential from a 6×6×6 mesh instead of 3×3×3 moves the net change by another −0.1 GPa, as computed with exchange on the 3×3×3 mesh. The last digits of the 4×4×4 values above are therefore not converged. A 2×2×2 mesh, with its own self-consistent potential, gives −0.655 eV/Å³, which is 38% larger in magnitude than the 4×4×4 value.

A likely cause can be read from the real-space form. On an N×N×N mesh that includes k = 0, all orbitals repeat after N lattice vectors. So does γ, and the exchange integral counts repeated copies of the exchange hole. The nearest copies lie at R = Na/√2, with a the lattice constant, so ωR is about 1.5, 2.3 and 3.1 for N = 2, 3 and 4. The Gaussian in S falls steeply over this range. Adding separate copies of the 6×6×6 exchange hole reproduces about 95% of the pressure difference between the 2×2×2 and 6×6×6 meshes at the same potential, and about 72% of the difference between 3×3×3 and 6×6×6. The rest comes from interference, because γ is summed over the copies before it is squared.

Raising the cutoff from 200 to 260 eV changes the exchange pressure by 0.06% on the 2×2×2 mesh.

**The real material**

The lattice constant is close to that of real silicon, and ω lies in the range used for its hybrid calculations. The LDA gap is 0.61 eV at the mesh points and about 0.5 eV at the conduction minimum, which lies between them. Both are well below the measured gap of roughly 1.1 eV. Even with the smallest of these gaps, the factor exp(−gap/2kT) at 300 K is no more than about 10⁻⁴, so fixed occupations are a sound assumption for undoped material. The pressure of −76 GPa is not the pressure of a sample, since kinetic, electrostatic and other terms balance it near equilibrium.

The assumption that a real crystal breaks is that of fixed coefficients. On the 2×2×2 mesh, relaxing the LDA orbitals at lattice constants 1% smaller and larger changes the exchange derivative from −0.655 to −0.538 eV/Å³, a reduction of 18% in magnitude. The coarse mesh understates the response: the reduction is 23% on a 3×3×3 mesh and 24% on a 4×4×4 mesh. This response should not be added to (1) when the total energy is stationary, for the reason given above. With LDA orbitals inserted into a hybrid functional the energy is not stationary. What remains is the response of the exact exchange that was added minus that of the local exchange that was removed. For short-range LDA exchange on the 3×3×3 mesh, the quarter shares of the two are both about 4.6 GPa, and they cancel to within 0.1 GPa. Exchange with the core electrons and lattice vibrations are left out, and their effect was not computed.

The remaining values are in the numerical output below.

Calculated quantities

```
TESTS
real-space energy, test cell: -0.67825554 eV
plane-wave energy, test cell: -0.67825554 eV
strained real-space pressure: -0.01773508 eV/A^3
formula pressure, test cell: -0.01773505 eV/A^3
gas 3PV/E at omega/kF = 0.01: 1.02379
gas 3PV/E at omega/kF = 50: 2.99988
model total pressure, relaxed: -0.6491796 eV/A^3
model sum of fixed-orbital parts: -0.6491796 eV/A^3
model exchange part, fixed: -0.249409 eV/A^3
model exchange part, relaxed: -0.170881 eV/A^3
SILICON, LDA orbitals, 4x4x4 mesh, two atoms per cell
lattice constant: 5.43 A
cell volume: 40.0258 A^3
omega: 0.2 1/A
plane-wave cutoff: 200 eV
LDA gap on the mesh: 0.609 eV
exchange energy E: -45.4261 eV
omega dE/domega: 11.5942 eV
E - omega dE/domega: -57.0203 eV
exchange pressure: -0.474863 eV/A^3
exchange pressure: -76.081 GPa
pressure by straining the cell: -0.474863 eV/A^3
E/(3V), omega term forgotten: -0.378307 eV/A^3
omega term alone: -0.0965559 eV/A^3
mixing fraction: 0.25
mixed exchange pressure: -19.02 GPa
mixed omega term: -3.8675 GPa
3PV/E at omega = 0.2 1/A: 1.2552
3PV/E at omega = 0.4 1/A: 1.5283
3PV/E at omega = 0.8 1/A: 2.0315
local short-range exchange energy: -43.4844 eV
local short-range pressure: -0.451508 eV/A^3
net mixed pressure, exact - local: -0.9355 GPa
SIZE OF NEGLECTED EFFECTS
pressure on 3x3x3 mesh: -0.488173 eV/A^3
mesh change, 3 to 4: -2.73 %
2x2x2 mesh, fixed orbitals: -0.654538 eV/A^3
2x2x2 mesh, relaxed LDA orbitals: -0.538412 eV/A^3
finer cutoff: 260 eV
cutoff change, 2x2x2 mesh: 0.0645 %
exp(-gap/2kT) at 300 K: 7.6e-06
```
